# How Strengthened Edge Bonds Open a Gap in Armchair Graphene Ribbons: verification in Python

```python
"""
Edge-bond gap of armchair graphene ribbons with N = 3p+2 dimer lines.
Result under test: E_g = 6 t |delta| / (N+1) to first order in delta.
t: nearest-neighbour hopping (eV); delta: fractional strengthening of
the axial bonds at the two edges; d: bond length (nm); W: ribbon width (nm).
The reference side builds the ribbon from atomic coordinates and diagonalizes.
Energies are in eV, lengths in nm, wave numbers in 1/nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal

d = 0.142
t = 2.7
delta = 0.12
N = 17
temperature = 300.0
t3_rough = 0.2
mismatch = 0.01
barrier_length = 10.0
eps_r = 3.9
period = 3 * d
a = 1.5 * d
hv = 1.5 * t * d
kT = const.k * temperature / const.e


class Ribbon:
    """Bloch Hamiltonian with bonds recognized from interatomic distances."""

    def __init__(self, lines, edge=0.0, t3=0.0, axial=0.0):
        pos = []
        for j in range(lines):
            x0 = (j % 2) * 1.5 * d
            y = j * np.sqrt(3) * d / 2
            pos += [(x0, y), (x0 + d, y)]
        pos = np.array(pos)
        self.width = np.ptp(pos[:, 1])
        shifts = period * np.array([-1, 0, 1])
        x, y = pos.T
        self.dx = (x[None, :] - x[:, None])[:, :, None] + shifts
        dy = (y[None, :] - y[:, None])[:, :, None] + 0 * shifts
        dist = np.hypot(self.dx, dy)
        first = np.abs(dist - d) < 1e-6
        third = np.abs(dist - 2 * d) < 1e-6
        coordination = first.sum(axis=(1, 2))
        self.edge_atoms = coordination == 2
        both = self.edge_atoms[:, None] & self.edge_atoms[None, :]
        factor = 1 + edge * both[:, :, None] + axial * (np.abs(dy) < 1e-6)
        self.hop = -t * first * factor - t3 * third

    def matrix(self, k):
        return (self.hop * np.exp(1j * k * self.dx)).sum(axis=2)

    def bands(self, k):
        return np.linalg.eigvalsh(self.matrix(k))

    def direct_gap(self, k=0.0):
        e = self.bands(k)
        m = len(e) // 2
        return e[m] - e[m - 1]


def first_order_gap(lines, strength=delta):
    return 6 * t * abs(strength) / (lines + 1)


k_scan = np.linspace(0, np.pi / period, 61)

# Unperturbed bands from the hard-wall standing waves.
for lines in (7, 8, 9):
    theta = np.arange(1, lines + 1) * np.pi / (lines + 1)
    for k in (0.0, 0.9, 4.3):
        e = t * np.abs(2 * np.cos(theta) + np.exp(1j * k * a))
        assert np.allclose(np.sort(np.r_[-e, e]), Ribbon(lines).bands(k),
                           atol=1e-9)

# Only the 3p+2 family is gapless with equal nearest-neighbour bonds.
for lines in range(6, 19):
    gap = min(Ribbon(lines).direct_gap(k) for k in k_scan)
    assert (gap < 1e-9) == (lines % 3 == 2)

# Weight of the two numerical zero modes on the edge atoms.
bare = Ribbon(N)
levels, vectors = np.linalg.eigh(bare.matrix(0.0))
zero = np.abs(levels) < 1e-9
assert zero.sum() == 2
edge_weight = np.sum(np.abs(vectors[bare.edge_atoms][:, zero])**2) / 2
assert np.isclose(edge_weight, 3 / (N + 1), rtol=1e-9)
next_subband = np.min(np.abs(levels[~zero]))

# Linear response of the gap to either sign of delta, and to t3.
small = 1e-4
for lines in (5, 8, 17, 29):
    for sign in (1, -1):
        gap = Ribbon(lines, edge=sign * small).direct_gap()
        assert np.isclose(gap, first_order_gap(lines, small), rtol=1e-3)
    gap3 = Ribbon(lines, t3=small).direct_gap()
    assert np.isclose(gap3, 6 * small / (lines + 1), rtol=1e-3)

# At finite delta the wide-ribbon error tends to a constant.
alpha = np.arctan(np.sqrt(3) * delta / (2 + delta))
limit_ratio = 2 * alpha / (np.sqrt(3) * delta)
wide = 2000
diagonal = np.ones(wide)
diagonal[[0, -1]] += delta
near_zero = eigh_tridiagonal(diagonal, np.ones(wide - 1), eigvals_only=True,
                             select='v', select_range=(-0.01, 0.01))
wide_ratio = 2 * t * np.min(np.abs(near_zero)) / first_order_gap(wide)
assert np.isclose(wide_ratio, limit_ratio, rtol=1e-3)

# Finite widths and the offset inverse-width law.
width_rows = []
law_constant = 3 * np.sqrt(3) * t * delta * d
for lines in (8, 11, 17, 29, 41):
    rib = Ribbon(lines, edge=delta)
    gap = rib.direct_gap()
    first = first_order_gap(lines)
    assert np.isclose(first, law_constant / (rib.width + np.sqrt(3) * d))
    assert abs(gap / first - limit_ratio) < 0.03
    width_rows.append((lines, rib.width, first, gap))
exponent = (np.log(width_rows[-1][3] / width_rows[0][3])
            / np.log(width_rows[-1][1] / width_rows[0][1]))
assert -1 < exponent < -0.8

# The example has its minimum gap at k = 0.
ribbon = Ribbon(N, edge=delta)
gap_first = first_order_gap(N)
gap_full = ribbon.direct_gap()
assert np.argmin([ribbon.direct_gap(k) for k in k_scan]) == 0

# Projected dispersion; finite delta leaves a second-order discrepancy.
eta = 3 * small / (N + 1)
weak = Ribbon(N, edge=small)
for k in (0.0, 0.001, 0.1, 0.5):
    projected = 2 * t * np.sqrt(eta**2
                                + 2 * (1 + eta) * (1 - np.cos(k * a)))
    assert np.isclose(weak.direct_gap(k), projected, rtol=1e-3)

# Evanescent midgap state from the zero-energy transverse equation.
T = np.diag(np.ones(N - 1), 1) + np.diag(np.ones(N - 1), -1)
S = np.eye(N)
S[0, 0] += delta
S[-1, -1] += delta
z = eigh(-T, S, eigvals_only=True)
kappa = abs(np.log(z[np.argmin(np.abs(z - 1))])) / a
assert np.isclose(kappa, gap_full / (2 * hv), rtol=0.03)
attenuation = np.exp(-2 * kappa * barrier_length)

# Midgap quantum capacitance: Dirac integral against the full lattice bands.
def thermal_integrand(u):
    energy = np.hypot(u, gap_full / 2)
    return 1 / (2 * kT * np.cosh(energy / (2 * kT))**2)


cap_zero = 2 * const.e / (np.pi * hv) * 1e18
cap_ratio = quad(thermal_integrand, 0, 30 * kT)[0]
cap_dirac = cap_zero * cap_ratio
k_cap = np.linspace(0, 1.0, 201)
thermal = np.array([np.sum(1 / (4 * kT * np.cosh(ribbon.bands(k)
                                             / (2 * kT))**2))
                    for k in k_cap])
integral = np.sum((thermal[1:] + thermal[:-1]) / 2) * (k_cap[1] - k_cap[0])
cap_lattice = const.e * 2 / np.pi * integral * 1e18
assert np.isclose(cap_dirac, cap_lattice, rtol=0.03)

# Effects outside the edge-bond model.
gap_t3_first = 6 * t3_rough / (N + 1)
with_t3 = Ribbon(N, edge=delta, t3=t3_rough)
gap_with_t3 = min(with_t3.direct_gap(k) for k in k_scan)
assert gap_with_t3 > gap_full
gap_mismatch = Ribbon(N, axial=mismatch).direct_gap()
assert np.isclose(gap_mismatch, 2 * t * mismatch, rtol=1e-9)
gap_minus = min(Ribbon(N - 1, edge=delta).direct_gap(k) for k in k_scan)
gap_plus = min(Ribbon(N + 1, edge=delta).direct_gap(k) for k in k_scan)
assert min(gap_minus, gap_plus) > gap_full
coulomb = const.e / (4 * np.pi * const.epsilon_0 * eps_r
                     * ribbon.width * 1e-9)

print(f"Dimer lines N: {N} (dimensionless)")
print(f"Bond length d: {d:.3f} nm")
print(f"Hopping t: {t:.2f} eV")
print(f"Edge strengthening delta: {delta:.2f} (dimensionless)")
print(f"Edge hopping increase t*delta: {t * delta:.3f} eV")
print(f"Ribbon width W: {ribbon.width:.3f} nm")
print(f"Width offset sqrt(3)*d: {np.sqrt(3) * d:.3f} nm")
print(f"hbar*v: {hv:.4f} eV nm")
print(f"Zero-mode weight on edge lines: {edge_weight:.4f} (dimensionless)")
print(f"First-order matrix element magnitude: {gap_first / 2:.4f} eV")
print(f"First-order gap: {gap_first:.4f} eV")
print(f"Full edge-bond-model gap: {gap_full:.4f} eV")
print(f"Full/first-order gap: {gap_full / gap_first:.4f} (dimensionless)")
print(f"Next unperturbed subband energy: {next_subband:.3f} eV")
print(f"Edge phase alpha: {alpha:.5f} rad")
print(f"Wide-ribbon ratio, formula: {limit_ratio:.4f} (dimensionless)")
print(f"Wide-ribbon ratio, N={wide}: {wide_ratio:.4f} (dimensionless)")
print(f"First-order width-law constant: {law_constant:.4f} eV nm")
for lines, width, first, gap in width_rows:
    print(f"N={lines}: W={width:.3f} nm; first={first:.4f} eV; "
          f"full={gap:.4f} eV")
print(f"Effective width exponent, N=8 to 41: {exponent:.3f} (dimensionless)")
print(f"Temperature: {temperature:.0f} K")
print(f"Thermal energy: {kT:.5f} eV")
print(f"Full gap/thermal energy: {gap_full / kT:.2f} (dimensionless)")
print(f"Gapless quantum capacitance: {cap_zero:.4f} aF/nm")
print(f"Midgap quantum capacitance, Dirac: {cap_dirac:.4f} aF/nm")
print(f"Midgap quantum capacitance, lattice: {cap_lattice:.4f} aF/nm")
print(f"Capacitance ratio to gapless: {cap_ratio:.3f} (dimensionless)")
print(f"Midgap decay constant: {kappa:.4f} 1/nm")
print(f"Barrier length: {barrier_length:.1f} nm")
print(f"Tunnelling attenuation: {attenuation:.3f} (dimensionless)")
print(f"Rough third-neighbour hopping: {t3_rough:.2f} eV")
print(f"First-order gap from third neighbours alone: {gap_t3_first:.4f} eV")
print(f"First-order gap with both: {gap_first + gap_t3_first:.4f} eV")
print(f"Full tight-binding gap with both: {gap_with_t3:.4f} eV")
print(f"Axial-bond mismatch: {100 * mismatch:.1f} percent")
print(f"Gap from this mismatch alone: {gap_mismatch:.4f} eV")
print(f"Gap with one fewer dimer line: {gap_minus:.4f} eV")
print(f"Gap with one more dimer line: {gap_plus:.4f} eV")
print(f"Relative permittivity for Coulomb scale: {eps_r:.1f} (dimensionless)")
print(f"Coulomb energy scale at distance W: {coulomb:.3f} eV")
print("ALL CHECKS PASSED")
```

Output:

```
Dimer lines N: 17 (dimensionless)
Bond length d: 0.142 nm
Hopping t: 2.70 eV
Edge strengthening delta: 0.12 (dimensionless)
Edge hopping increase t*delta: 0.324 eV
Ribbon width W: 1.968 nm
Width offset sqrt(3)*d: 0.246 nm
hbar*v: 0.5751 eV nm
Zero-mode weight on edge lines: 0.1667 (dimensionless)
First-order matrix element magnitude: 0.0540 eV
First-order gap: 0.1080 eV
Full edge-bond-model gap: 0.1026 eV
Full/first-order gap: 0.9502 (dimensionless)
Next unperturbed subband energy: 0.771 eV
Edge phase alpha: 0.09773 rad
Wide-ribbon ratio, formula: 0.9404 (dimensionless)
Wide-ribbon ratio, N=2000: 0.9405 (dimensionless)
First-order width-law constant: 0.2391 eV nm
N=8: W=0.861 nm; first=0.2160 eV; full=0.2074 eV
N=11: W=1.230 nm; first=0.1620 eV; full=0.1547 eV
N=17: W=1.968 nm; first=0.1080 eV; full=0.1026 eV
N=29: W=3.443 nm; first=0.0648 eV; full=0.0613 eV
N=41: W=4.919 nm; first=0.0463 eV; full=0.0437 eV
Effective width exponent, N=8 to 41: -0.893 (dimensionless)
Temperature: 300 K
Thermal energy: 0.02585 eV
Full gap/thermal energy: 3.97 (dimensionless)
Gapless quantum capacitance: 0.1774 aF/nm
Midgap quantum capacitance, Dirac: 0.0848 aF/nm
Midgap quantum capacitance, lattice: 0.0841 aF/nm
Capacitance ratio to gapless: 0.478 (dimensionless)
Midgap decay constant: 0.0885 1/nm
Barrier length: 10.0 nm
Tunnelling attenuation: 0.170 (dimensionless)
Rough third-neighbour hopping: 0.20 eV
First-order gap from third neighbours alone: 0.0667 eV
First-order gap with both: 0.1747 eV
Full tight-binding gap with both: 0.1606 eV
Axial-bond mismatch: 1.0 percent
Gap from this mismatch alone: 0.0540 eV
Gap with one fewer dimer line: 0.7028 eV
Gap with one more dimer line: 0.4166 eV
Relative permittivity for Coulomb scale: 3.9 (dimensionless)
Coulomb energy scale at distance W: 0.188 eV
ALL CHECKS PASSED
```
